\section*{The Fowler–Nordheim Exponent and Its Three-Halves Power of Barrier Height, part 2}

We seek the transmission probability $T$ of an electron of mass $m$, the same everywhere, through a triangular barrier in one dimension with parabolic bands. The electron comes from the left with kinetic energy $E_k$ and wavenumber $k=\sqrt{2mE_k}/\hbar$. The time factor is $e^{-iEt/\hbar}$, so $e^{ikx}$ travels to the right.

At $x=0$ there is a sharp step. Beyond it the band edge lies $u(x)=\varphi-eFx$ above the electron's energy, where $F>0$ is the field magnitude and $e>0$ the elementary charge. The turning point is $x_t=\varphi/(eF)$. The insulator extends beyond it, with no reflection from its far side. Under the barrier
\begin{equation}
\kappa(x)=\frac{\sqrt{2m\,u(x)}}{\hbar},\qquad \psi''=\kappa^2(x)\psi ,
\label{eq:kappa}
\end{equation}
with $\kappa_0=\sqrt{2m\varphi}/\hbar$ at the step. Putting $\psi=e^S$ gives
\begin{equation}
S''+S'^2=\kappa^2 ,
\label{eq:riccati}
\end{equation}
and, for slowly varying $\kappa$, the WKB form
\begin{equation}
\psi\simeq\frac{\text{const}}{\sqrt{\kappa(x)}}
\exp\left(\pm\int^x\kappa(x')\,dx'\right).
\label{eq:wkb}
\end{equation}
It holds at the step when $G\gg1$ and fails near $x_t$. The WKB exponent is
\begin{equation}
G=2\int_0^{x_t}\kappa\,dx=\frac43\kappa_0x_t
=\frac{4\sqrt{2m}}{3\hbar eF}\varphi^{3/2}.
\label{eq:G2}
\end{equation}

On the left, $\psi=Ae^{ikx}+Re^{-ikx}$, so the incident amplitude is
\begin{equation}
A=\frac12\left[\psi(0)+\frac{\psi'(0)}{ik}\right].
\label{eq:A}
\end{equation}
For comparison, a thick flat barrier of height $\varphi$ above the electron's energy and width $w$ has
\begin{equation}
T\simeq P^2e^{-2\kappa_0w},\qquad
P=\frac{4k\kappa_0}{k^2+\kappa_0^2}.
\label{eq:flat}
\end{equation}

The example has $\varphi=3.0$ eV, $m=0.50\,m_e$ (with $m_e$ the free-electron mass), $E_k=1.0$ eV and $F=1.0$ V/nm, so that $eF=1.0$ eV/nm. These give $x_t=3.0$ nm, $\kappa_0=6.275\ \mathrm{nm^{-1}}$, $G=25.10$ and $e^{-G}=1.26\times10^{-11}$. In these units $2m_e/\hbar^2=26.247\ \mathrm{eV^{-1}\,nm^{-2}}$.

\subsection{One equation for every triangular barrier}

Near and far from the turning point, the wave obeys
\begin{equation}
\psi''=\frac{2meF}{\hbar^2}(x_t-x)\psi .
\end{equation}
Measure distance from the turning point in units of a length $L$:
\begin{equation}
L=\left(\frac{\hbar^2}{2meF}\right)^{1/3},\qquad z=\frac{x_t-x}{L}.
\label{eq:L}
\end{equation}
Then $d^2/dx^2=L^{-2}d^2/dz^2$, while the right-hand side is $L^{-3}(Lz)\psi$. The parameters cancel:
\begin{equation}
\frac{d^2\psi}{dz^2}=z\,\psi .
\label{eq:airy}
\end{equation}
Positive $z$ lies under the barrier and negative $z$ beyond it. The step is at $z_0=x_t/L$. Since $\kappa=\sqrt z/L$, equation (\ref{eq:G2}) becomes
\begin{equation}
G=\frac43z_0^{3/2}.
\label{eq:z0}
\end{equation}
For the example $L=0.424$ nm, so the step is about seven such lengths from the turning point.

We need the solution that is a purely outgoing wave for $z\to-\infty$, and its size at $z_0$. Consider
\begin{equation}
f(z)=\int_C e^{h(t)}\,dt,\qquad h(t)=tz-\frac{t^3}{3},
\label{eq:f}
\end{equation}
where the path $C$ in the complex $t$ plane comes from infinity in the direction $e^{-2\pi i/3}$ and goes to $+\infty$. In both directions $t^3$ is positive, so the integrand vanishes at the ends. Differentiating under the integral,
\begin{equation}
f''-zf=\int_C(t^2-z)e^{h}\,dt=-\int_C\frac{d}{dt}e^{h}\,dt=0 ,
\end{equation}
because $dh/dt=z-t^2$. Thus $f$ solves (\ref{eq:airy}). For large $|z|$ the integral is dominated by a saddle point, where $t^2=z$.

\subsection{Beyond the barrier}

Let $z=-y$ with $y\gg1$. The saddles are $t=\pm i\sqrt y$. At $t_s=-i\sqrt y$, using $(-i)^3=i$,
\begin{equation}
h(t_s)=iy^{3/2}-\frac{i}{3}y^{3/2}=\frac{2i}{3}y^{3/2},
\qquad h''(t_s)=-2t_s=2i\sqrt y .
\end{equation}
To see that $C$ can be led through this saddle alone, set $t=p-i\beta\sqrt y$ with $p$ real and $\beta>0$. The condition $\operatorname{Im}h=\frac23y^{3/2}$ reads
\begin{equation}
p^2=y\,\frac{\beta^3-3\beta+2}{3\beta}
=y(\beta-1)^2\,\frac{\beta+2}{3\beta}.
\end{equation}
The branch $p=\sqrt y\,(1-\beta)\sqrt{(\beta+2)/(3\beta)}$ passes through $t_s$ at $\beta=1$. As $\beta\to0$ it runs to $+\infty$. As $\beta\to\infty$, $p\to-\beta\sqrt{y/3}$, which is the direction $e^{-2\pi i/3}$. It therefore joins the two ends of $C$. The phase of $e^h$ is constant along it, and the other saddle is not on it, so the modulus of $e^h$ falls steadily on both sides of $t_s$.

At the saddle this path has the direction $e^{i\pi/4}$. With $t-t_s=e^{i\pi/4}s$, the quadratic term is $\frac12h''(t-t_s)^2=i\sqrt y\,(i s^2)=-\sqrt y\,s^2$. The Gaussian integral is $\sqrt\pi\,y^{-1/4}$, and
\begin{equation}
f\simeq\sqrt\pi\,y^{-1/4}
\exp\left(\frac{2i}{3}y^{3/2}+\frac{i\pi}{4}\right).
\label{eq:out}
\end{equation}
The phase increases with $y$, hence with $x$: this is the required outgoing wave.

\subsection{Under the barrier}

For $z\gg1$ the saddles lie on the real axis at $t=\pm\sqrt z$. The path can come in along the curve $t=-\sqrt{z+q^2/3}+iq$ with $q\le0$, on which $\operatorname{Im}h=0$, reach $-\sqrt z$, and continue along the real axis to $+\infty$. At the right-hand saddle
\begin{equation}
h(\sqrt z)=\frac23z^{3/2},\qquad h''(\sqrt z)=-2\sqrt z ,
\end{equation}
so the real axis crosses a maximum, with the Gaussian integral $\sqrt\pi\,z^{-1/4}$:
\begin{equation}
f\simeq\sqrt\pi\,z^{-1/4}\exp\left(\frac23z^{3/2}\right).
\label{eq:under}
\end{equation}
On the incoming curve the integrand is largest at $-\sqrt z$, where it is $e^{-\frac23z^{3/2}}$. Relative to (\ref{eq:under}) this part is exponentially small, of order $e^{-\frac43z^{3/2}}$ up to powers of $z$. At the step that is of order $e^{-G}$.

Equations (\ref{eq:out}) and (\ref{eq:under}) have the same coefficient $\sqrt\pi$ in modulus. This is the information that WKB could not supply at $x_t$: the wave emerges with the amplitude that the two WKB forms suggest, with no additional numerical factor. The asymptotic forms are already accurate at moderate distance. Summing the integral numerically along the two straight rays that join the origin to the ends of $C$, by Simpson's rule, gives a modulus that is 1.0075 times (\ref{eq:under}) at $z=6$, and 0.9996 times (\ref{eq:out}) at $z=-6$.

\subsection{Matching at the step}

In the insulator let $\psi=Nf$, with a constant $N$. The probability flux is $j=(\hbar/m)\operatorname{Im}(\psi^*\psi')$, and in a stationary state with real potential it is independent of $x$. Far beyond the barrier, $|f|^2=\pi y^{-1/2}$ and the phase grows with $x$ at the rate $\sqrt y/L$. Hence
\begin{equation}
j_{\text{out}}=\frac{\hbar}{m}\,|N|^2\,\frac{\pi}{\sqrt y}\,\frac{\sqrt y}{L}
=\frac{\hbar\pi|N|^2}{mL}.
\end{equation}

At the step, (\ref{eq:under}) and (\ref{eq:z0}) give
\begin{equation}
|\psi(0)|^2\simeq\frac{\pi|N|^2}{\sqrt{z_0}}\,e^{G}.
\end{equation}
To leading order $df/dz=\sqrt{z_0}\,f$. Because $z$ decreases as $x$ increases, $\psi'(0)\simeq-(\sqrt{z_0}/L)\psi(0)=-\kappa_0\psi(0)$. The wave and its derivative are continuous at the step for equal masses, so the incident amplitude follows from the relation found for the flat barrier:
\begin{equation}
A=\frac12\left[\psi(0)+\frac{\psi'(0)}{ik}\right]
\simeq\frac{\psi(0)}{2}\left(1+\frac{i\kappa_0}{k}\right).
\end{equation}
Therefore $|A|^2=|\psi(0)|^2(k^2+\kappa_0^2)/(4k^2)$. The incident flux is $\hbar k|A|^2/m$, and the ratio of fluxes is
\begin{align}
T&\simeq\frac{\pi|N|^2}{L}\cdot
\frac{4k}{k^2+\kappa_0^2}\cdot\frac{\sqrt{z_0}}{\pi|N|^2}\,e^{-G},\\
T&\simeq\frac{4k\kappa_0}{k^2+\kappa_0^2}\,e^{-G}=P\,e^{-G},
\qquad G\gg1 .
\label{eq:T}
\end{align}
The last line uses $\sqrt{z_0}/L=\kappa_0$. The triangle, with one sharp face, carries $P$ where the flat barrier, with two, carries $P^2$. The prefactor also depends on $\varphi$, so the three-halves law describes the exponent and not the whole of $T$.

For the example, $k=3.623\ \mathrm{nm^{-1}}$, and
\begin{align}
P&=\frac{4\times3.623\times6.275}{3.623^2+6.275^2}=1.732,\\
T&=1.732\times1.259\times10^{-11}=2.18\times10^{-11}.
\end{align}

\subsection{The size of the error}

The Schr\"odinger equation for this barrier can also be integrated numerically. An outgoing wave is started $25L$ beyond the turning point and followed back to the step with an adaptive eighth-order Runge--Kutta method; the incident amplitude then gives $T$. The results $T_{\text{num}}$ for three fields are listed with the deviation $\delta=T_{\text{num}}/(Pe^{-G})-1$. The fields are 5, 10 and 20 MV/cm. The middle one, used in the example, is already near the breakdown field of silicon dioxide and above that of many high-permittivity oxides; the strongest serves only to test the formula.

\begin{center}
\begin{tabular}{cccc}
$F$ (V/nm) & $G$ & $T_{\text{num}}$ & $\delta$ (\%)\\
0.5 & 50.20 & $2.757\times10^{-22}$ & 0.45\\
1.0 & 25.10 & $2.200\times10^{-11}$ & 0.92\\
2.0 & 12.55 & $6.264\times10^{-6}$ & 1.93
\end{tabular}
\end{center}

The deviation roughly halves when $G$ doubles. The next WKB term explains this. In the variable $z$, write $d\ln f/dz=\sqrt z-1/(4z)+\sigma_2$. The terms of order $z^{-2}$ in $S''+S'^2=z$ give
\begin{equation}
2\sqrt z\,\sigma_2+\frac{1}{4z^2}+\frac{1}{16z^2}=0
\quad\Longrightarrow\quad \sigma_2=-\frac{5}{32}z^{-5/2}.
\end{equation}
Its integral, which vanishes at large $z$, is $\frac{5}{48}z^{-3/2}$. At the step $z_0^{3/2}=3G/4$, so $|\psi(0)|^2$ gains the factor $1+5/(18G)$. The logarithmic derivative becomes $-\kappa_0[1-1/(3G)]$. Inserting both in $|A|^2$ and inverting gives, to first order in $1/G$,
\begin{equation}
\delta\simeq\frac1G\left[\frac23\,\frac{\varphi}{\varphi+E_k}-\frac{5}{18}\right],
\label{eq:delta}
\end{equation}
where $\kappa_0^2/(k^2+\kappa_0^2)=\varphi/(\varphi+E_k)$. For the example the bracket is $0.222$, and $\delta\simeq0.89\%$ at $G=25.10$. The formula also predicts a change of sign at high emitter energy. For $E_k=9.0$ eV, with $\varphi$ and $F$ unchanged, it gives $-0.4\%$; the numerical solution has $T_{\text{num}}e^{G}=1.724$ against $P=1.732$, a deviation of $-0.5\%$.

\subsection{Reading the powers from the transmission}

At fixed $\varphi$, $m$ and $E_k$, equation (\ref{eq:T}) reads
\begin{equation}
-\ln T\simeq\frac{B}{F}-\ln P,\qquad
B=GF=\frac{4\sqrt{2m}}{3\hbar e}\varphi^{3/2}.
\end{equation}
A plot against $1/F$ is a straight line at this order. For the example $B=25.1$ V/nm, or 251 MV/cm. The numerical transmissions at 0.5 and 1.0 V/nm give the slope $25.10$ V/nm.

To extract the power of $\varphi$, the prefactor must be kept from interfering. With $E_k=\varphi/3$, the ratio $k/\kappa_0$ and hence $P$ are constant. The numerical solution at 1.0 V/nm then gives $-\ln T=13.095$, $38.086$ and $70.436$ for $\varphi=2.0$, $4.0$ and $6.0$ eV. Differences remove $\ln P$, and a power $a$ must satisfy
\begin{equation}
\frac{6^a-4^a}{4^a-2^a}=\frac{70.436-38.086}{38.086-13.095}=1.294 .
\end{equation}
Solved numerically with the unrounded values, this gives $a=1.499$. The small difference from $3/2$ is of the kind expected from (\ref{eq:delta}), whose contribution is largest for the lowest barrier.

\subsection{Electron energy and temperature}

At a fixed band edge, an electron with more energy sees a smaller $\varphi$. From (\ref{eq:G2}),
\begin{equation}
\frac{dG}{d\varphi}=\frac{3G}{2\varphi}=\frac{2\kappa_0}{eF}.
\end{equation}
In the example this is $12.55\ \mathrm{eV^{-1}}$. Raising the electron by 0.1 eV changes $\varphi$ to 2.9 eV and $E_k$ to 1.1 eV. The exponential grows by the factor 3.47, and the prefactor brings the gain in $T$ to 3.58; the numerical solution also gives 3.58.

This competes with thermal occupation. An energy $\epsilon$ above the Fermi level, the occupation falls roughly as $e^{-\epsilon/k_BT_e}$, where $T_e$ is the temperature and $\epsilon$ is several $k_BT_e$. The exponential factor $e^{-G}$ rises roughly as $e^{\epsilon\,dG/d\varphi}$ while $\frac38G(\epsilon/\varphi)^2\ll1$, which keeps the next term in the expansion of $G$ small. With the prefactor held fixed, the product falls with energy if
\begin{equation}
k_BT_e<\left(\frac{dG}{d\varphi}\right)^{-1}=\frac{eF}{2\kappa_0},
\end{equation}
which is 0.080 eV for the example with the Fermi level at the electron's energy. The prefactor also changes: at a fixed band edge $\varphi+E_k$ is constant and $P\propto\sqrt{E_k\varphi}$, so $d\ln P/d\epsilon=1/(2E_k)-1/(2\varphi)$. In the example this adds only $0.33\ \mathrm{eV^{-1}}$ to the slope and lowers the bound to 0.078 eV. For $E_k=0.1$ eV, as near the band bottom of a degenerate semiconductor, it adds $4.8\ \mathrm{eV^{-1}}$ at that energy and cannot be neglected there. Well below this bound, in a metal or a degenerate semiconductor, the electrons near the Fermi level carry the current, and a single $\varphi$ describes its exponent. Near the bound, electrons from a wide range of energies contribute; this is thermal-field emission, and $G$ must then be kept as a function of energy.

\subsection{Use in a gate stack}

In a stack, $F$ is the local field in the layer being crossed, not the gate voltage divided by the total thickness. If the electron crosses several layers before it emerges, the integral for $G$ is taken piece by piece. A layer with mass $m_i$ and field $F_i$, in which the barrier falls from $u_a$ to $u_b\geq0$, contributes
\begin{equation}
G_i=\frac{4\sqrt{2m_i}}{3\hbar eF_i}\left(u_a^{3/2}-u_b^{3/2}\right).
\end{equation}
The sum is not in general proportional to the three-halves power of one height, and a single triangle fitted to such a stack yields only an effective $B$. Even for one layer, $B$ determines the product $m^{1/2}\varphi^{3/2}$ and not the two factors separately. That product itself rests on the parabolic relation $\kappa^2=2mu/\hbar^2$, which fails deep in a real band gap. A two-band model, $\kappa^2=(2mu/\hbar^2)(1-u/E_g)$ with a gap $E_g=9$ eV and the same band-edge mass, lowers $G$ in the example from 25.1 to 22.4 and the local power $d\ln G/d\ln\varphi$ from 1.5 to 1.37. A mass fitted with the parabolic formula is therefore an effective tunnelling mass.

A measured current contains, besides $T$, the supply of electrons at each energy, which may add its own dependence on field. An image force lowers the barrier and so reduces $G$. Trapped charge makes the field non-uniform, and scattering or tunnelling through defects opens paths outside this model. For an image force or trapped charge, the integral of $\kappa$ along the actual barrier replaces the closed formula for $G$, where a WKB description still applies. The prefactor $P$ was derived for a sharp step between equal masses and changes when these conditions are not met. The supply of electrons, scattering and defect paths need a separate treatment.

All numerical values are calculated from the stated model.
